# Why Laue spots miss the dilation and a free surface restores it

**Question.** A polychromatic X-ray beam strikes one grain of a stressed film, and an area detector records where the Laue spots fall but not the photon energies. Why do the spot positions give the deviatoric part of the lattice strain and not the change of volume? And how does the absence of normal stress at the film surface supply the missing number, once the elastic constants are known?

**Answer.**

## What a spot position records

Let $\mathbf b$ be the unit vector of the incident beam, $\mathbf u$ that of a diffracted beam, and $k=1/\lambda$ the length of both wave vectors, equal because the scattering is elastic. A reciprocal-lattice vector $\mathbf g$, defined without a factor $2\pi$, diffracts when

$$k\mathbf u=k\mathbf b+\mathbf g .$$

Divide by $k$ and require $|\mathbf u|^2=1$. Since $|\mathbf b|=1$,

$$1=1+\frac{2\,\mathbf b\cdot\mathbf g}{k}+\frac{|\mathbf g|^2}{k^2}
\quad\Rightarrow\quad k=-\frac{|\mathbf g|^2}{2\,\mathbf b\cdot\mathbf g}.$$

With $\hat{\mathbf g}=\mathbf g/|\mathbf g|$ and $\sin\theta=-\mathbf b\cdot\hat{\mathbf g}>0$, this is Bragg's law, $k=|\mathbf g|/(2\sin\theta)$. Inserting it into $\mathbf u=\mathbf b+\mathbf g/k$ gives

$$\mathbf u=\mathbf b+2\sin\theta\,\hat{\mathbf g}=\mathbf b-2(\mathbf b\cdot\hat{\mathbf g})\,\hat{\mathbf g}.$$

The length of $\mathbf g$ has cancelled. The lattice planes act as a mirror, and a mirror's reflection depends on its tilt, not on the plane spacing. The spacing decides which wavelength is reflected, and a white beam offers a continuous choice. If the spacing grows, a longer wavelength from the same beam arrives at the same spot.

Now deform the crystal. Let $F$ map material vectors of the stress-free crystal to those of the strained one, $\mathbf r=F\mathbf r_0$. Lattice planes move with the material, so $\mathbf g\cdot\mathbf r=\mathbf g_0\cdot\mathbf r_0$ for every $\mathbf r_0$. Hence $F^{T}\mathbf g=\mathbf g_0$, or

$$\mathbf g=F^{-T}\mathbf g_0 .$$

Replacing $F$ by $cF$, with $c>0$, replaces every $\mathbf g$ by $\mathbf g/c$. All $\hat{\mathbf g}$, and so all spots, stay where they are, while every photon energy, being proportional to $k$, is divided by $c$. The information about scale sits in the energies, which the detector discards.

For a small symmetric strain $\varepsilon$ without rotation, $F^{-T}\approx I-\varepsilon$ and $\delta\mathbf g=-\varepsilon\mathbf g_0$. The change of a unit vector is the part perpendicular to it, so

$$\delta\hat{\mathbf g}=-(I-\hat{\mathbf g}\hat{\mathbf g}^{T})\,\varepsilon\,\hat{\mathbf g}.$$

For $\varepsilon\propto I$ the vector $\varepsilon\hat{\mathbf g}$ is parallel to $\hat{\mathbf g}$ and the projector removes it.

## Nothing else is lost

It remains to show that scale is the sole ambiguity. Suppose two maps, $M=F^{-T}$ and $M'$, give the same directions for four indexed reflections $\mathbf h_1,\dots,\mathbf h_4$ of the stress-free crystal, no three of them coplanar. Then $M'\mathbf h_i=c_iM\mathbf h_i$ with $c_i>0$, so $T=M^{-1}M'$ obeys $T\mathbf h_i=c_i\mathbf h_i$. The first three vectors form a basis, and

$$\mathbf h_4=a_1\mathbf h_1+a_2\mathbf h_2+a_3\mathbf h_3$$

with no $a_i$ equal to zero, since otherwise $\mathbf h_4$ would be coplanar with two of the others. Applying $T$ to both sides gives

$$c_4\sum_i a_i\mathbf h_i=\sum_i a_ic_i\mathbf h_i .$$

Comparing coefficients, $c_1=c_2=c_3=c_4$. Thus $T$ is a multiple of $I$, and the two maps differ by a scale factor.

The same fact appears in the equations used to read a pattern. A spot gives $\hat{\mathbf g}\propto\mathbf u-\mathbf b$, and $\hat{\mathbf g}\times(M\mathbf h)=0$ is linear in the nine entries of $M$. Four general reflections give rank 8, leaving one free factor. If three of the four are coplanar, the rank is 7: the fourth vector can then be stretched independently of the plane, and these reflections do not notice.

The eight determined numbers are three for orientation and five for strain. To separate them, write $F=Q(I+\varepsilon)$, with $Q$ a rotation from crystal to sample axes and $\varepsilon$ the elastic strain in crystal axes. The pattern delivers $cF$ with unknown $c$. Its polar decomposition into a rotation and a symmetric positive stretch is unique, and yields $Q$ and $U=c(I+\varepsilon)$. Let $\Delta=\mathrm{tr}\,\varepsilon$, which is the relative volume change to first order. Since $\mathrm{tr}\,U=c(3+\Delta)$, the factor $c$ cancels in

$$e\equiv\frac{3U}{\mathrm{tr}\,U}-I=\frac{I+\varepsilon}{1+\Delta/3}-I=\frac{\varepsilon-(\Delta/3)I}{1+\Delta/3}.$$

This tensor is traceless. To first order it is the deviatoric strain, and the denominator is the finite-strain correction.

Two conditions are hidden here. The shape of the stress-free cell must be known, though not its size; for a cubic crystal symmetry provides this. The positions of beam, sample and detector must also be known, because an error in them moves spots as strain does.

## What the surface adds

No force acts on a free surface with unit normal $\mathbf n$, so $\sigma\mathbf n=0$ there, and in particular $\mathbf n\cdot\sigma\mathbf n=0$. To first order $\varepsilon=e+(\Delta/3)I$. With the stiffness tensor $C$ and linear elasticity,

$$0=\mathbf n\cdot(C{:}\varepsilon)\,\mathbf n=\mathbf n\cdot(C{:}e)\,\mathbf n+\frac{\Delta}{3}\,\mathbf n\cdot(C{:}I)\,\mathbf n .$$

This is one linear equation for one unknown:

$$\boxed{\;\Delta=-\,\frac{3\,\mathbf n\cdot(C{:}e)\,\mathbf n}{\mathbf n\cdot(C{:}I)\,\mathbf n}\;}$$

It holds if the denominator is not zero. The normal must be expressed in crystal axes, which the measured $Q$ allows.

Physically, the measured change of shape implies a certain normal stress if the volume were unchanged. The surface cannot carry it, so the lattice must have dilated or contracted by just enough to cancel it. The elastic constants convert the one into the other.

For a cubic crystal $C{:}I=(C_{11}+2C_{12})I=3KI$, where $K$ is the bulk modulus. Writing $s=C{:}e$ and $s_{nn}=\mathbf n\cdot s\,\mathbf n$,

$$\Delta=-\frac{s_{nn}}{K},\qquad \sigma=s+K\Delta I=s-s_{nn}I .$$

Here $s$ is traceless, because $\mathrm{tr}\,s=3K\,\mathrm{tr}\,e=0$, so it is the deviatoric stress. In a crystal of lower symmetry $C{:}I$ need not be proportional to $I$. Hydrostatic pressure can then change the cell shape and show up in $e$. What the spots lack is therefore the dilation of the strain, which is not in general the same as the pressure.

The role of cubic anisotropy follows from Hooke's law in cube axes. Because $e$ is traceless,

$$s_{ii}=C_{11}e_{ii}+C_{12}(0-e_{ii})=(C_{11}-C_{12})e_{ii}\ \text{(no sum)},\qquad s_{ij}=2C_{44}e_{ij}\ (i\ne j).$$

The off-diagonal part of $e_{nn}=\mathbf n\cdot e\,\mathbf n$ is $e_{nn}-\sum_i n_i^2e_{ii}$. Therefore

$$s_{nn}=2C_{44}e_{nn}+(C_{11}-C_{12}-2C_{44})\sum_i n_i^2e_{ii}.$$

For $\mathbf n\parallel[111]$ every $n_i^2=1/3$, the sum is $\mathrm{tr}\,e/3=0$, and $s_{nn}=2C_{44}e_{nn}$. For $\mathbf n\parallel[001]$ the sum equals $e_{nn}$, and $s_{nn}=(C_{11}-C_{12})e_{nn}$.

A familiar case confirms the second result. An (001) film with equal in-plane strains $\epsilon$ has $C_{11}\varepsilon_\perp+2C_{12}\epsilon=0$, so $\varepsilon_\perp=-2C_{12}\epsilon/C_{11}$ and

$$\Delta=2\epsilon+\varepsilon_\perp=\frac{2(C_{11}-C_{12})}{C_{11}}\,\epsilon .$$

The spots would show

$$e_{nn}=\varepsilon_\perp-\frac{\Delta}{3}=\frac23(\varepsilon_\perp-\epsilon)=-\frac{2(C_{11}+2C_{12})}{3C_{11}}\,\epsilon=-\frac{2K}{C_{11}}\,\epsilon ,$$

and $-(C_{11}-C_{12})e_{nn}/K$ returns the same $\Delta$.

## A copper grain in numbers

Take a Cu film grain with its [111] axis along the surface normal, axis 3, and $[1\bar10]$ along axis 1. Rough typical constants are $C_{11}=168$, $C_{12}=121$ and $C_{44}=75$ GPa, so $K=(168+242)/3=136.67$ GPa. The imposed stress is $\sigma_{11}=250$, $\sigma_{22}=150$, $\sigma_{12}=30$ MPa, with no traction on the surface. A 5–22 keV beam arrives at 45° to the surface, and 22 distinct spot directions reach a detector that accepts a cone of 35° half-angle about the specular direction. They are computed from the imposed strain and then analysed without their energies.

The strain moves the spots by at most 1.38 mrad. Enlarging the whole lattice by 5 % moves them by nothing beyond rounding error. Because the band is finite, such a change can make spots appear or vanish, but it does not shift those that remain. The directions give, in units of $10^{-6}$,

$$e_{11}=1020.9,\quad e_{22}=-132.3,\quad e_{33}=-888.6,$$

$$e_{12}=346.0,\quad e_{13}=206.5,\quad e_{23}=344.2 .$$

The [111] rule then yields

$$s_{33}=2(75\,000\ \text{MPa})(-888.6\times10^{-6})=-133.3\ \text{MPa},$$

$$\Delta=\frac{133.3}{136\,670}=975\times10^{-6}.$$

The imposed value is $\mathrm{tr}\,\sigma/3K=400/410\,000=976\times10^{-6}$. The small difference, $-0.32\times10^{-6}$, is the neglected denominator of $e$: the inferred value is $\Delta/(1+\Delta/3)\approx\Delta-\Delta^2/3$.

The deviatoric stresses $s_{11}=116.6$ and $s_{22}=16.7$ MPa become full stresses on subtracting $s_{33}$:

$$\sigma_{11}=116.6+133.3=249.9\ \text{MPa},\qquad \sigma_{22}=16.7+133.3=150.0\ \text{MPa}.$$

A free surface also requires $\sigma_{13}=\sigma_{23}=0$. In a cubic crystal $\Delta$ does not enter these components, so they give a separate, though only partial, check of the geometry and, for this orientation, of the anisotropy ratio $2C_{44}/(C_{11}-C_{12})$. They test neither the bulk modulus, on which $\Delta$ also depends, nor the assumption that the normal stress is zero. Here both vanish to the printed 0.01 MPa although $e_{13}$ and $e_{23}$ are large, because elastic anisotropy couples shear strain to the other components. An isotropic analysis with the Voigt average shear modulus $G=54.4$ GPa would instead report $2Ge_{13}=22$ and $2Ge_{23}=37$ MPa, and so betray itself.

The same stress in sample axes can be applied to grains of other orientation. Axis 1 is $[100]$ for the [001] grain and $[30\bar1]$ for the [123] grain; in the latter, $e_{nn}$ and the isotropic estimate also depend on this in-plane direction. The results are:

| Normal | $e_{nn}$ ($10^{-6}$) | $\Delta$ ($10^{-6}$) | Isotropic estimate of $\Delta$ ($10^{-6}$) |
|---|---:|---:|---:|
| [111] | −889 | 975 | 707 |
| [001] | −2836 | 975 | 2258 |
| [123] | −1472 | 975 | 1172 |

The dilation is common to all three because in a cubic crystal it depends only on $\mathrm{tr}\,\sigma$. The measured $e_{nn}$ varies by a factor of three. With the Voigt average for $G$, the isotropic estimate, $-2Ge_{nn}/K$, is 27 % too low for [111] and 131 % too high for [001], relative to the anisotropic result. For Cu the single-crystal constants are thus essential.

## The energy route and what it measures

One photon energy would also fix the scale, since $|\mathbf g|=2E\sin\theta/(hc)$, where $hc$ is Planck's constant times the speed of light. The spot nearest the detector centre contains 222 at 8.404 keV, its lowest order within the beam's band. Dilation alone lowers its energy by about

$$E\,\frac{\Delta}{3}=8404\ \text{eV}\times325\times10^{-6}=2.7\ \text{eV}.$$

A solid-state detector has a resolution of roughly 150 eV, so the peak centre would have to be located to a small fraction of its width. With a perfect energy, a known lattice parameter and refraction neglected, this route recovers $976\times10^{-6}$. Refraction must be corrected for here: with a free-electron index decrement $\delta=2.4\times10^{-5}$ it raises the 222 energy by $E\delta/\sin^2\theta=0.40$ eV, and an uncorrected analysis returns about $865\times10^{-6}$, 11 % too low.

The two routes answer different questions. Warm the grain by 10 K at fixed elastic strain, with a rough expansion coefficient of $17\times10^{-6}$ K$^{-1}$. The energy route now gives $1486\times10^{-6}$, larger by $3\times17\times10=510$ in the same units. The surface route still gives $975\times10^{-6}$. Isotropic thermal expansion changes neither the cell shape nor the stress at fixed elastic strain, so it is invisible to both inputs of the surface route. That route returns the elastic dilation. The energy route returns the total dilation relative to an assumed lattice parameter, and an isotropic change of lattice parameter by composition would enter in the same way.

## When the surface condition is not quite true

Suppose the normal stress in the probed volume is $t$. For a cubic crystal the true dilation follows from $s_{nn}+K\Delta=t$, whereas the analysis reports $-s_{nn}/K$. Its error is

$$\Delta_{\text{inferred}}-\Delta=-\frac{t}{K},$$

and each inferred normal stress is wrong by $-t$. For $t=10$ MPa the computed error is $-73.5\times10^{-6}$, or 7.5 % of the example's dilation.

The beam averages over depth, while the condition holds at the surface. Equilibrium tells how fast it degrades. Let $z$ run inward from the surface, and let an in-plane stress $S\cos qx$, uniform through the thickness $h$, be added to the mean stress. Integrating down from zero traction,

$$\partial_z\sigma_{xz}=-\partial_x\sigma_{xx}\ \Rightarrow\ \sigma_{xz}=Sqz\sin qx,$$

$$\partial_z\sigma_{zz}=-\partial_x\sigma_{xz}\ \Rightarrow\ \sigma_{zz}=-\tfrac12Sq^2z^2\cos qx .$$

The average of $z^2$ over the film is $h^2/3$, so at a crest the mean normal stress is $-S(qh)^2/6$. For $S=50$ MPa, a period of 10 000 nm and $h=1000$ nm, $qh=0.628$ and the mean is $-3.3$ MPa. If absorption is neglected, the dilation at the crest is then overestimated by $24\times10^{-6}$, or 2.5 % of the film's mean dilation. The uniform profile is the leading term in $qh$, and at $qh=0.628$ it fixes only the rough size: an isotropic film in plane strain with a misfit ripple of the same thickness-averaged amplitude has an in-plane stress that varies strongly with depth and a mean normal stress of $-2.0$ MPa on an elastic substrate to $-2.6$ MPa on a rigid one, an error of 15 to $19\times10^{-6}$. A laterally uniform film has no such term.

The other errors, each taken alone for the [111] grain, are:

- Random spot errors of 0.1 mrad per axis give an rms error of about $47\times10^{-6}$ (400 trials), or 5 % of $\Delta$. This depends strongly on the aperture: a least-squares fit gives 175, 45 and $29\times10^{-6}$ for half-angles of 25°, 35° and 45°.
- A detector distance assumed 0.01 % too short gives $-67\times10^{-6}$, or 7 %.
- Refraction at a flat surface, with a free-electron index, gives $12\times10^{-6}$, or 1 %.
- A value of $C_{44}$ that is 3 % too high gives $29\times10^{-6}$, or 3 %, as $\Delta\propto C_{44}$ requires for this orientation.

Geometry and spot location thus matter far more for this grain than finite strain. The example obeys Hooke's law by construction. With published third-order elastic constants of Cu the error of the linear analysis stays below $1\times10^{-6}$ for [111], but is about $+5\times10^{-6}$ for the [001] grain and $-14\times10^{-6}$ for the [123] grain.

The example assumes a uniform stress. Where grains are about as wide as the film is thick, stress can vary over a distance comparable with $h$; then $qh$ is not small and the estimate above no longer applies. Narrow lines enclosed by stiff dielectric can carry a substantial normal stress. If it were 100 MPa, the error $-t/K$ would be $-732\times10^{-6}$, three quarters of the dilation found here. In such a line the spots still give the deviatoric strain, but the elastic dilation needs either a measured photon energy, together with the stress-free lattice parameter at the same temperature, or an independent value of the normal stress. The full numerical output follows.

## Computed values

```
Cu stiffness C11, C12, C44 (rough): 168, 121, 75 GPa
bulk modulus K: 136.67 GPa
Cu lattice parameter (rough): 0.3615 nm
beam band: 5 to 22 keV; detector half-angle 35 deg
imposed stress 11, 22, 12: 250, 150, 30 MPa
rank, 4 general / 3 of 4 coplanar: 8 / 7
Grain with [111] normal:
number of spots: 22
singular values 8 and 9 over largest: 0.034, 8e-17
largest spot shift by film strain: 1.384 mrad
largest spot shift by 5 % scaling: 7e-13 mrad
measured e 11, 22, 33: 1020.9, -132.3, -888.6 (1e-6)
measured e 12, 13, 23: 346.0, 206.5, 344.2 (1e-6)
C:e 11, 22, 33: 116.63, 16.66, -133.29 MPa
C:e 12, |13|, |23|: 29.99, 0.00, 0.00 MPa
dilation from surface condition: 975.29 (1e-6)
dilation imposed: 975.61 (1e-6)
finite-strain difference: -0.32 (1e-6)
recovered stress 11, 22, 12: 249.92, 149.95, 29.99 MPa
Same stress, other grains (strains in 1e-6):
[111]: e_nn -888.6, dilation 975.3, -ratio 1.098, isotropic 707.4
[001]: e_nn -2836.0, dilation 975.3, -ratio 0.344, isotropic 2257.7
[123]: e_nn -1472.5, dilation 975.3, -ratio 0.662, isotropic 1172.2
Voigt shear modulus for isotropic estimate: 54.4 GPa
Photon energy route:
reflection [2, 2, 2]: energy 8.4041 keV
its energy shift by dilation alone: -2.73 eV
dilation from this energy: 975.61 (1e-6)
heating 10 K, expansion 17 (1e-6/K, rough)
heated, surface condition: 975.29 (1e-6)
heated, energy route: 1485.78 (1e-6)
Errors of inferred dilation (1e-6):
normal stress 10 MPa: -73.5
stress ripple 50 MPa, period 10000 nm, film 1000 nm
  mean normal stress at crest -3.29 MPa, error 24.1
spot noise 0.1 mrad per axis, rms of 400 trials: 46.7
detector distance off by 0.01 %: -67.1
refraction: 12.4
C44 larger by 3 %: 29.3
```
